# MP2-F12 Intermediates V and X with a Complementary Auxiliary Basis: verification in Python

```python
# Result under test (MP2-F12 intermediates, real orbitals, atomic units):
#   <kl|f Q K|ij> = <kl|f K|ij> - sum_pq <kl|f|pq><pq|K|ij>
#                   - sum_{m,a'} ( <kl|f|m a'><m a'|K|ij> + <kl|f|a' m><a' m|K|ij> )
# with K = 1/r12 for V and K = f for X, and Q = (1-O1)(1-O2)(1-V1V2).
# f = -exp(-gamma r12)/gamma; i,j,k,l,m occupied; p,q all orbitals of the
# orbital basis; a' complementary auxiliary (CABS) orbitals; O, V projectors
# on occupied and virtual orbitals.
# The reference builds Q f|kl> point by point in real space, without CABS.
import numpy as np
from scipy.special import erfcx
from pyscf import gto, scf

GAMMA = 1.0
NOCC = 2


def kernel_integrals(mol, shells):
    """Integrals of 1/r, exp(-g r), exp(-2 g r), exp(-g r)/r by superposing
    erfc(r/s)/r over the length s (trapezoidal rule in log s)."""
    coulomb = mol.intor('int2e', shls_slice=shells)
    slater = np.zeros_like(coulomb)
    slater_double = np.zeros_like(coulomb)
    yukawa = np.zeros_like(coulomb)
    step = 0.17
    for x in np.arange(np.log(1e-3), np.log(12.0 / GAMMA), step):
        s = np.exp(x)
        with mol.with_range_coulomb(1.0 / s):
            short = coulomb - mol.intor('int2e', shls_slice=shells)
        for g, target in ((GAMMA, slater), (2 * GAMMA, slater_double)):
            damp = np.exp(-(g * s / 2)**2)
            target += step * s * (g**3 * s**3 / 4 - g * s) * damp * short
        damp = np.exp(-(GAMMA * s / 2)**2)
        yukawa += step * s * (GAMMA**2 * s / 2) * damp * short
    return coulomb, slater, slater_double, yukawa


# ---- projector identity in a small complete space
rng = np.random.default_rng(5)
vectors = np.linalg.qr(rng.normal(size=(8, 8)))[0]
proj_o = vectors[:, :2] @ vectors[:, :2].T
proj_v = vectors[:, 2:5] @ vectors[:, 2:5].T
one, proj_p = np.eye(8), proj_o + proj_v
q_definition = (np.kron(one - proj_o, one - proj_o)
                @ (np.eye(64) - np.kron(proj_v, proj_v)))


def q_resolved(comp):
    return (np.eye(64) - np.kron(proj_p, proj_p)
            - np.kron(proj_o, comp) - np.kron(comp, proj_o))


identity_error = np.abs(q_definition - q_resolved(one - proj_p)).max()
assert identity_error < 1e-12
q_short = q_resolved(vectors[:, 5:7] @ vectors[:, 5:7].T)
assert np.abs(q_short @ q_short - q_short).max() < 1e-12
assert np.linalg.eigvalsh(q_short - q_definition).min() > -1e-12

# ---- kernel integrals against closed forms for concentric s Gaussians
exp_1, exp_2 = 1.7, 0.45
tiny = gto.M(atom='He', verbose=0,
             basis={'He': [[0, [exp_1, 1.0]], [0, [exp_2, 1.0]]]})
tiny_ints = [t[0, 0, 1, 1] for t in kernel_integrals(tiny, (0, 2) * 4)]
rho = 2 * exp_1 * exp_2 / (exp_1 + exp_2)


def slater_closed(g):
    a = g / (2 * np.sqrt(rho))
    return (1 + 2 * a * a) * erfcx(a) - 2 * a / np.sqrt(np.pi)


yukawa_closed = (2 * np.sqrt(rho / np.pi)
                 - GAMMA * erfcx(GAMMA / (2 * np.sqrt(rho))))
closed = [2 * np.sqrt(rho / np.pi), slater_closed(GAMMA),
          slater_closed(2 * GAMMA), yukawa_closed]
kernel_error = np.abs(np.array(tiny_ints) - closed).max()
assert kernel_error < 1e-8

# ---- beryllium: orbital basis and auxiliary functions
mol = gto.M(atom='Be', basis='cc-pvdz', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
e_rhf = mf.kernel()
assert mf.converged
c_mol = mf.mo_coeff
n_obs = c_mol.shape[0]
aux_basis = [[0, [float(0.04 * 2.2**n), 1.0]] for n in range(16)]
aux_basis += [[1, [float(0.1 * 4.0**n), 1.0]] for n in range(5)]
aux_basis += [[2, [float(0.2 * 4.0**n), 1.0]] for n in range(4)]
aux = gto.M(atom='Be', basis={'Be': aux_basis}, verbose=0)
union = gto.conc_mol(mol, aux)
overlap = union.intor('int1e_ovlp')
n_union = overlap.shape[0]
ao_l, ao_exp = [], []
for b in range(union.nbas):
    count = (2 * union.bas_angular(b) + 1) * union.bas_nctr(b)
    ao_l += [union.bas_angular(b)] * count
    ao_exp += [union.bas_exp(b)[0]] * count
ao_l = np.array(ao_l)
s_shells = sum(mol.bas_angular(b) == 0 for b in range(mol.nbas))
n_s = int(np.sum(ao_l[:n_obs] == 0))
assert np.all(ao_l[:n_s] == 0)
assert np.abs(c_mol[n_s:, :NOCC]).max() < 1e-7   # occupied orbitals are s

# ---- integrals <kl|K|mu nu> with k,l occupied and mu,nu in the union basis
occ_s = c_mol[:n_s, :NOCC]
raw = kernel_integrals(union, (0, s_shells, 0, union.nbas) * 2)
coul, stg, stg2, yuk = [
    np.einsum('ambn,ak,bl->klmn', t, occ_s, occ_s, optimize=True) for t in raw]
f_int, f_sq, f_over_r = -stg / GAMMA, stg2 / GAMMA**2, -yuk / GAMMA

c_obs = np.zeros((n_union, n_obs))
c_obs[:n_obs] = c_mol
c_occ = c_obs[:, :NOCC]


def complementary(functions):
    """Orthonormal complement of the orbital basis from auxiliary functions."""
    block = np.eye(n_union)[:, functions]
    for _ in range(2):
        block = block - c_obs @ (c_obs.T @ overlap @ block)
    lam, u = np.linalg.eigh(block.T @ overlap @ block)
    keep = lam > 1e-7
    return block @ u[:, keep] / np.sqrt(lam[keep])


def transform(t, left, right):
    return np.einsum('klmn,mp,nq->klpq', t, left, right, optimize=True)


def resolve(t, left, right):
    a, b = transform(f_int, left, right), transform(t, left, right)
    return np.einsum('klpq,ijpq->klij', a, b, optimize=True)


def mixed_terms(t, c_cabs):
    return resolve(t, c_occ, c_cabs) + resolve(t, c_cabs, c_occ)


v_ana, x_ana = transform(f_over_r, c_occ, c_occ), transform(f_sq, c_occ, c_occ)
v_pp, x_pp = resolve(coul, c_obs, c_obs), resolve(f_int, c_obs, c_obs)
s_aux = sorted([mu for mu in range(n_obs, n_union) if ao_l[mu] == 0],
               key=lambda mu: ao_exp[mu])
series = []
for stride in (4, 2, 1):
    cabs = complementary(s_aux[::stride])
    v_mix, x_mix = mixed_terms(coul, cabs), mixed_terms(f_int, cabs)
    series.append((len(s_aux[::stride]), cabs.shape[1],
                   v_ana - v_pp - v_mix, x_ana - x_pp - x_mix))
v_tot, x_tot = series[-1][2:]

# p and d complementary functions must not contribute for occupied s orbitals
cabs_spd = complementary(list(range(n_obs, n_union)))
pd_effect = max(np.abs(mixed_terms(coul, cabs_spd) - v_mix).max(),
                np.abs(mixed_terms(f_int, cabs_spd) - x_mix).max())
assert cabs_spd.shape[1] > cabs.shape[1]
assert pd_effect < 1e-8

# ---- real-space reference from the definition of Q
R_MAX = 20.0


def rule(n, power):
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x + 1) / 2, w / 2
    return x**power, w * power * x**(power - 1)


def orbitals(points):
    return mol.eval_gto('GTOval_sph', np.ascontiguousarray(points)) @ c_mol


def on_axis(r):
    return np.stack([0 * r, 0 * r, r], axis=1)


def geminal_potential(r):
    """F_mk(r) = integral of m(r') k(r') f(|r-r'|), m and k occupied s."""
    x, w = rule(48, 3)
    c, wc = rule(16, 1)
    r = r[:, None]
    rp = np.hstack([r * x, r + (R_MAX - r) * x])
    wr = np.hstack([r * w, (R_MAX - r) * w])
    low, high = np.minimum(r, rp), np.maximum(r, rp)
    mean = np.zeros_like(rp)
    for cj, wj in zip(c, wc):
        dist = high - low + 2 * low * cj
        mean += wj * dist / high * (-np.exp(-GAMMA * dist) / GAMMA)
    phi = orbitals(on_axis(rp.ravel()))[:, :NOCC].reshape(rp.shape + (NOCC,))
    return np.einsum('xr,xrm,xrk->xmk', 4 * np.pi * rp**2 * wr * mean,
                     phi, phi, optimize=True)


n1, n2, n3 = 60, 40, 20
(a1, w1), (a2, w2), (a3, w3) = rule(n1, 3), rule(n2, 3), rule(n3, 1)
shape = (n1, n2, n3)
far = np.broadcast_to((R_MAX * a1)[:, None, None], shape)
near = far * a2[None, :, None]
frac = np.broadcast_to(a3[None, None, :], shape)
r12 = far - near + 2 * near * frac
cosine = np.clip((near - (2 * frac - 1) * (r12 + far)) / (2 * far), -1, 1)
weight = (8 * np.pi**2 * far * near * r12
          * R_MAX * w1[:, None, None] * far * w2[None, :, None]
          * 2 * near * w3[None, None, :]).ravel()
pot_far = np.repeat(geminal_potential(R_MAX * a1), n2 * n3, axis=0)
pot_near = np.repeat(geminal_potential(near[:, :, 0].ravel()), n3, axis=0)
phi_far = orbitals(on_axis(far.ravel()))
sine = np.sqrt(1 - cosine**2)
phi_near = orbitals(np.stack([(near * sine).ravel(), np.zeros(near.size),
                              (near * cosine).ravel()], axis=1))
r12 = r12.ravel()
f_point = -np.exp(-GAMMA * r12) / GAMMA

signed = transform(f_int, c_obs, c_obs)      # +O1O2 and -V1V2 parts of Q
signed[:, :, :NOCC, NOCC:] = 0
signed[:, :, NOCC:, :NOCC] = 0
signed[:, :, NOCC:, NOCC:] *= -1
v_ref, x_ref, v_ana_ref, x_ana_ref = np.zeros((4, NOCC, NOCC, NOCC, NOCC))


def integrate(w, left, right):
    return np.einsum('xkl,xij->klij', w[:, None, None] * left, right,
                     optimize=True)


for phi1, phi2, pot1, pot2 in ((phi_far, phi_near, pot_far, pot_near),
                               (phi_near, phi_far, pot_near, pot_far)):
    o1, o2 = phi1[:, :NOCC], phi2[:, :NOCC]
    pair = np.einsum('xk,xl->xkl', o1, o2)
    psi = f_point[:, None, None] * pair
    psi -= np.einsum('xk,xl->xkl', np.einsum('xm,xmk->xk', o1, pot2), o2)
    psi -= np.einsum('xk,xl->xkl', o1, np.einsum('xn,xnl->xl', o2, pot1))
    for k in range(NOCC):
        for l in range(NOCC):
            psi[:, k, l] += np.sum((phi1 @ signed[k, l]) * phi2, axis=1)
    v_ref += integrate(weight / r12, psi, pair)
    x_ref += integrate(weight, psi, psi)
    v_ana_ref += integrate(weight * f_point / r12, pair, pair)
    x_ana_ref += integrate(weight * f_point**2, pair, pair)

analytic_error = max(np.abs(v_ana - v_ana_ref).max(),
                     np.abs(x_ana - x_ana_ref).max())
assert analytic_error < 1e-6        # quadrature error of the reference
v_error, x_error = np.abs(v_tot - v_ref).max(), np.abs(x_tot - x_ref).max()
assert v_error < 1e-6               # finite CABS and quadrature
assert x_error < 5e-7

# X falls (as a matrix) when the complementary space grows
for small_set, large_set in zip(series[:-1], series[1:]):
    drop = (small_set[3] - large_set[3]).reshape(NOCC**2, NOCC**2)
    assert np.linalg.eigvalsh((drop + drop.T) / 2).min() > -1e-8
x_lowest = np.linalg.eigvalsh(x_tot.reshape(NOCC**2, NOCC**2)).min()
assert x_lowest > 0

# ---- what happens if the analytic terms are resolved in the basis as well
full_ri = []
for l_max in (0, 1, 2):
    index = np.where(ao_l <= l_max)[0]
    lam, u = np.linalg.eigh(overlap[np.ix_(index, index)])
    span = np.zeros((n_union, int(np.sum(lam > 1e-7))))
    span[index] = u[:, lam > 1e-7] / np.sqrt(lam[lam > 1e-7])
    full_ri.append((l_max, resolve(coul, span, span) - v_ana,
                    resolve(f_int, span, span) - x_ana))
for lower, higher in zip(full_ri[:-1], full_ri[1:]):
    for k in range(NOCC):
        assert higher[2][k, k, k, k] > lower[2][k, k, k, k] - 1e-8
        assert higher[2][k, k, k, k] < 1e-8
assert np.abs(full_ri[-1][1]).max() > 20 * v_error
assert np.abs(full_ri[-1][2]).max() > 20 * x_error

# ---- output
print(f'gamma = {GAMMA:.2f} 1/bohr')
print(f'Be RHF/cc-pVDZ energy = {e_rhf:.6f} hartree')
print(f'orbital basis functions = {n_obs}, union = {n_union}')
print(f'projector identity, largest error = {identity_error:.1e}')
print(f'test Gaussians: exponents {exp_1}, {exp_2} bohr^-2, rho = {rho:.6f}')
for name, num, ref in zip(('1/r (1/bohr)', 'exp(-g r)', 'exp(-2g r)',
                           'exp(-g r)/r (1/bohr)'), tiny_ints, closed):
    print(f'  <{name}>: superposed {num:.8f}, closed {ref:.8f}')
elements = (('1s1s,1s1s', (0, 0, 0, 0)), ('2s2s,2s2s', (1, 1, 1, 1)),
            ('1s2s,1s2s', (0, 1, 0, 1)), ('1s2s,2s1s', (0, 1, 1, 0)))
for title, ana, pp, mix, tot, ref in (
        ('V (hartree bohr)', v_ana, v_pp, v_mix, v_tot, v_ref),
        ('X (bohr^2)', x_ana, x_pp, x_mix, x_tot, x_ref)):
    print(f'{title}: analytic, orbital-pair sum, mixed sum')
    for name, e in elements:
        print(f'  {name}: {ana[e]:.7f}, {pp[e]:.7f}, {mix[e]:.7f}')
    print(f'{title}: total, real-space reference')
    for name, e in elements:
        print(f'  {name}: {tot[e]:.7f}, {ref[e]:.7f}')
print(f'lowest eigenvalue of X = {x_lowest:.3e} bohr^2')
print('largest error: s functions, CABS size, V (Eh bohr), X (bohr^2)')
for n_fun, n_cabs, v_n, x_n in series:
    print(f'  {n_fun}, {n_cabs}, {np.abs(v_n - v_ref).max():.1e}, '
          f'{np.abs(x_n - x_ref).max():.1e}')
print(f'CABS size with p and d = {cabs_spd.shape[1]}')
print(f'largest change from p and d CABS = {pd_effect:.1e} a.u.')
print(f'analytic terms against quadrature = {analytic_error:.1e} a.u.')
print('basis-resolved minus analytic, 1s1s and 2s2s diagonal:')
for l_max, dv, dx in full_ri:
    print(f'  l<={l_max} f/r12 (Eh bohr): {dv[0, 0, 0, 0]:.6f}, '
          f'{dv[1, 1, 1, 1]:.6f}')
    print(f'  l<={l_max} f^2 (bohr^2): {dx[0, 0, 0, 0]:.3e}, '
          f'{dx[1, 1, 1, 1]:.3e}')
print('no test failed')
```

Output:

```
gamma = 1.00 1/bohr
Be RHF/cc-pVDZ energy = -14.572338 hartree
orbital basis functions = 14, union = 65
projector identity, largest error = 6.7e-16
test Gaussians: exponents 1.7, 0.45 bohr^-2, rho = 0.711628
  <1/r (1/bohr)>: superposed 0.95187856, closed 0.95187856
  <exp(-g r)>: superposed 0.30352317, closed 0.30352317
  <exp(-2g r)>: superposed 0.11710050, closed 0.11710050
  <exp(-g r)/r (1/bohr)>: superposed 0.38079990, closed 0.38079990
V (hartree bohr): analytic, orbital-pair sum, mixed sum
  1s1s,1s1s: -1.5137578, -1.3172492, -0.0983203
  2s2s,2s2s: -0.0445550, -0.0374023, -0.0004703
  1s2s,1s2s: -0.0991457, -0.0768880, -0.0170519
  1s2s,2s1s: -0.0233920, -0.0135207, -0.0078528
V (hartree bohr): total, real-space reference
  1s1s,1s1s: -0.0981883, -0.0981882
  2s2s,2s2s: -0.0066824, -0.0066824
  1s2s,1s2s: -0.0052058, -0.0052057
  1s2s,2s1s: -0.0020185, -0.0020185
X (bohr^2): analytic, orbital-pair sum, mixed sum
  1s1s,1s1s: 0.3492728, 0.3284758, 0.0119823
  2s2s,2s2s: 0.0127512, 0.0103828, 0.0001693
  1s2s,1s2s: 0.0273057, 0.0206747, 0.0052897
  1s2s,2s1s: 0.0037709, 0.0025504, 0.0011677
X (bohr^2): total, real-space reference
  1s1s,1s1s: 0.0088146, 0.0088146
  2s2s,2s2s: 0.0021990, 0.0021990
  1s2s,1s2s: 0.0013413, 0.0013413
  1s2s,2s1s: 0.0000529, 0.0000529
lowest eigenvalue of X = 1.077e-03 bohr^2
largest error: s functions, CABS size, V (Eh bohr), X (bohr^2)
  4, 4, 1.6e-03, 2.1e-04
  8, 8, 5.3e-04, 5.8e-05
  16, 16, 1.2e-07, 2.3e-08
CABS size with p and d = 51
largest change from p and d CABS = 8.3e-16 a.u.
analytic terms against quadrature = 1.1e-08 a.u.
basis-resolved minus analytic, 1s1s and 2s2s diagonal:
  l<=0 f/r12 (Eh bohr): 0.078333, 0.016091
  l<=0 f^2 (bohr^2): -7.759e-03, -6.180e-03
  l<=1 f/r12 (Eh bohr): 0.013646, 0.006823
  l<=1 f^2 (bohr^2): -5.714e-04, -2.350e-03
  l<=2 f/r12 (Eh bohr): 0.005606, 0.003391
  l<=2 f^2 (bohr^2): -1.345e-04, -9.426e-04
no test failed
```
